# Quadratic Normal Strain of a Coherent Cubic (001) Film, part 2

A coherent, uniformly strained cubic film has its cube axes along $x_1,x_2,x_3$, with $x_3$ normal to its free top face. The substrate imposes the in-plane lattice parameter $a_\parallel$ along $x_1$ and $x_2$, and the normal lattice parameter $a_\perp$ adjusts itself. The problem is to find the normal strain to second order. Relative to the free, unstressed film crystal, with lattice parameter $a_0$ at the temperature of interest, the measured length changes are

$$e=\frac{a_\parallel}{a_0}-1,\qquad e_\perp=\frac{a_\perp}{a_0}-1 .$$

Tension is positive. The stretches along the cube axes are $\lambda_i$, and the Lagrangian normal strains are $\eta_i=(\lambda_i^2-1)/2$. In the film, $\eta_1=\eta_2=\eta=e+e^2/2$ and $\eta_3=e_\perp+e_\perp^2/2$. The elastic constants $C_{IJ}$ and $C_{IJK}$ are the second and third derivatives of the elastic energy $U$ per reference volume with respect to Lagrangian strain, taken in the reference state.

A free face requires $\partial U/\partial\eta_3=0$, which expands to

$$C_{11}\eta_3+2C_{12}\eta+\tfrac12C_{111}\eta_3^2+2C_{112}\eta\,\eta_3+(C_{112}+C_{123})\eta^2+O(\eta^3)=0.$$

Its solution, in Lagrangian strains and in length changes, is

$$\eta_3=-r\eta+\beta\eta^2+\dots,\qquad e_\perp=-re+be^2+\dots,$$

$$r=\frac{2C_{12}}{C_{11}},\quad \beta=-\frac{\tfrac12r^2C_{111}+(1-2r)C_{112}+C_{123}}{C_{11}},\quad b=\beta-\frac{r(1+r)}2 .$$

Here $\beta$ is the elastic part of $b$, and $-r(1+r)/2$ is the geometric part.

The running example is a silicon film at $e=0.02$, with the rough typical values $C_{11}=166$, $C_{12}=64$, $C_{111}=-800$, $C_{112}=-450$ and $C_{123}=-60$ GPa, and $a_0=0.543$ nm. These give $r=0.7711$, $\beta=0.3244$ and $b=-0.3584$. The parts of $\beta$ from $C_{111}$, $C_{112}$ and $C_{123}$ are $+1.433$, $-1.470$ and $+0.361$. The linear normal strain is $-1.5422\,\%$, the quadratic correction is $-0.0143\,\%$, and together they give $e_\perp=-1.5565\,\%$.

### 9. Reading the in-plane strain from the normal strain

When $e_\perp$ is measured and $e$ is wanted, rearrange the result as $e=(-e_\perp+be^2)/r$. In the small term the leading relation $e^2=e_\perp^2/r^2$ suffices:

$$e=-\frac{e_\perp}{r}+\frac{b\,e_\perp^2}{r^3}+O(e_\perp^3).$$

This requires $r\neq0$. Dropping the second term misreads the strain by $-be^2/r$. For the film above, the linear rule gives 2.0186 % and the quadratic rule gives 1.9997 %, where 2 % was put in. The small discrepancy that remains is of third order and comes from the inversion.

### 10. What enters at the next order

A tempting improvement is to keep the energy through third order and solve the free-face condition without expanding. For the silicon constants this gives $-1.5560\,\%$ in place of $-1.5565\,\%$. The following calculation shows that the change has no physical authority.

Extend the solution to $\eta_3=-r\eta+\beta\eta^2+\gamma\eta^3$. Fourth-order terms of the energy, once differentiated by $\eta_3$, are cubic in strain. On the leading solution $\eta_3=-r\eta$ they can be written $q_4\eta^3$, where $q_4$ is a combination of fourth-order constants. Collect the terms in $\eta^3$. From $\tfrac12C_{111}\eta_3^2$ comes $-r\beta C_{111}$, and from $2C_{112}\eta\eta_3$ comes $2\beta C_{112}$. Hence

$$\gamma=\frac{\beta\,(rC_{111}-2C_{112})-q_4}{C_{11}} .$$

To convert to length changes, use $\eta^2=e^2+e^3+\dots$, which gives

$$\eta_3=-re+\left(\beta-\tfrac r2\right)e^2+(\beta+\gamma)e^3+\dots$$

Insert this in $e_\perp=\eta_3-\tfrac12\eta_3^2+\tfrac12\eta_3^3$. The square contributes $+r(\beta-\tfrac r2)e^3$ and the cube contributes $-\tfrac12r^3e^3$. The coefficient of $e^3$ in $e_\perp$ is therefore

$$c=\beta(1+r)+\gamma-\frac{r^2(1+r)}2 .$$

Setting $q_4=0$ for the silicon constants gives $\gamma=0.553$ and $c=0.60$. At 2 % strain this is $0.60\cdot8\times10^{-6}=+0.0005\,\%$, the change found above. It is what remains of the cubic term when the unknown fourth-order constants are set to zero. The atomistic crystals below show that these constants can dominate.

### 11. A test on atomistic crystals

The derivation can be tested on a crystal whose energy is known at any strain. The Stillinger–Weber potential for silicon consists of a pair energy and a three-body energy. The latter penalises departures of the bond angle $\theta$ from the tetrahedral value through $(\cos\theta+\tfrac13)^2$. Its dimensionless strength is 21 in the silicon potential. A second crystal uses the same form with the round value 30. It is a model crystal with a different balance between bond lengths and bond angles.

Diamond has two atoms per primitive cell, and a strain may in general shift one sublattice against the other. Under normal strains it does not. The three twofold axes through each atom survive, and a force that is unchanged by rotations about all three must vanish. For both crystals, in the relaxed film at 2 % tension, the computed force on this shift is zero within numerical precision and the energy rises for a shift along each cube axis. The elastic constants for normal strains therefore need no correction for internal displacement.

For each crystal the five constants were found by differentiating the energy of the unstrained lattice. Separately, the normal stretch was relaxed at fixed in-plane strains $\pm h$ with $h=10^{-4}$. The sum of the two responses removes the odd terms:

$$\frac{e_\perp(h)+e_\perp(-h)}{2h^2}=b+O(h^2).$$

The same construction in Lagrangian strains gives $\beta$. The formulas and the relaxed lattices agree to all printed digits:

| Strength | $r$ | $\beta$ | $b$ | $c$ |
|---|---|---|---|---|
| 21 | 1.00938 | 0.99236 | −0.02175 | −4.822 |
| 30 | 0.76027 | 0.45895 | −0.21018 | −4.326 |

The last column is $(r-r_h)/h^2$, where $r$ comes from the formula and $r_h=-[e_\perp(h)-e_\perp(-h)]/(2h)$ from the relaxed lattices. When $e$ is doubled from $10^{-4}$ to $2\times10^{-4}$, the part of $e_\perp$ left after the linear and quadratic terms grows by factors of 7.9988 and 7.9986. A cubic remainder requires 8 in the limit of small strain.

This confirms the step from elastic constants to normal strain. It does not show that either crystal has the elastic constants of real silicon.

### 12. What the two crystals show

At strength 21 the elastic part $\beta=0.992$ and the geometric part $-1.014$ almost cancel. The quadratic term then loses its usual rank. At 2 % tension it is $-0.0009\,\%$, while the cubic term is $-4.822\cdot8\times10^{-6}=-0.0039\,\%$. The two are equal in size at $e=|b/c|$, about 0.45 %. Above that strain, within this crystal and this order of expansion, the quadratic formula misses the larger of the two corrections. A small $b$ therefore does not mean that the response is linear.

At strength 30 the order is restored. The linear estimate at 2 % is $-1.5205\,\%$, the quadratic one is $-1.5289\,\%$, and the relaxed lattice gives $-1.5323\,\%$. The quadratic term removes most of the error of the linear estimate.

The second crystal also shows the weight of the fourth-order constants. With $q_4=0$, the formula of part 10 gives $\gamma=-0.45$ and $c=-0.15$. The actual coefficient is $-4.33$, so nearly all of it comes from $q_4$. Solving the truncated energy without expansion would therefore recover almost none of the cubic term in this crystal.

One feature of the constants looks accidental but is not. Both crystals have $C_{112}=-296.8$ GPa, although $C_{111}$ changes from $-790.2$ to $-1001.7$ GPa and $C_{123}$ from $-50.1$ to $+55.7$ GPa. To see why, let $s=\eta_1+\eta_2+\eta_3$. The four bonds of an atom are $\tfrac14a_0(\pm\lambda_1,\pm\lambda_2,\pm\lambda_3)$ with suitable signs, so all have the squared length $a_0^2(3+2s)/16$. Two bonds that share the sign of their first component only obey

$$\cos\theta+\frac13=\frac{\lambda_1^2-\lambda_2^2-\lambda_3^2}{\lambda_1^2+\lambda_2^2+\lambda_3^2}+\frac13=\frac{4(3\eta_1-s)}{3(3+2s)} ,$$

and the other pairs follow by permutation. Second neighbours lie beyond the range of the potential in the unstrained crystal. The energy density therefore has the form

$$U=A(s)+k\,B(s)\,T,\qquad T=\sum_i(3\eta_i-s)^2=9\sum_i\eta_i^2-3s^2,$$

with $k$ the three-body strength. The cubic part proportional to $k$ is $kB'(0)\,sT$. The second derivatives of $T$ are $T_{11}=18-6=12$ and $T_{12}=-6$. The third derivatives of $sT$ are then

$$\begin{aligned}
(111):&\quad 3T_{11}=36,\\
(112):&\quad T_{11}+2T_{12}=0,\\
(123):&\quad 3T_{12}=-18 .
\end{aligned}$$

The strength cannot affect $C_{112}$, and it changes $C_{111}$ and $C_{123}$ in the ratio $-2:1$. The computed changes are $-211.5$ and $+105.7$ GPa. This is a property of the potential with first neighbours in range, not of diamond crystals in general.

### 13. The real film

A silicon film on a relaxed silicon–germanium layer with roughly half germanium has a tensile strain near 2 %. This is a large strain for a semiconductor film, and a sufficiently thick film relieves part of it through dislocations. The Matthews–Blakeslee estimate of the equilibrium critical thickness at 2 % is about 3.6 nm, roughly seven unit cells. The quadratic term changes the thickness of such a film by 0.0005 nm. Surface and interface layers, which bulk elastic constants do not describe, can matter more: a displacement of 0.005 nm spread over 3.6 nm is 0.14 %. The result therefore refers to the lattice spacing in the interior of the film, not to its total thickness. The elastic constants used above are rough room-temperature values. The following estimates belong to this film at $e=2\,\%$ and are to be compared with the correction of 0.0143 %.

**Linear constants.** An error of 1 % in $C_{12}/C_{11}$ changes the linear term by $0.01\cdot0.7711\cdot2\,\%=0.0154\,\%$. This is as large as the whole correction. Including the quadratic term still removes a systematic error, but with a ratio known only to 1 % the remaining error of an absolute prediction is as large as the term itself. For pure silicon the ratio is known better. Measured sets differ by about 0.1 %, and the step from adiabatic to isothermal constants shifts it by about 0.1 % as well. An error of 0.1 % amounts to 0.0015 %, about a tenth of the correction.

**Third-order constants.** Independent errors of 10 % in the three constants add in quadrature. They change $\beta$ by $(0.143^2+0.147^2+0.036^2)^{1/2}=0.21$ and the normal strain by 0.0083 %. The near cancellation makes $\beta$ uncertain by more than half its value. The sign of $b=-0.36$ survives one such error, though not with a wide margin. Two measured sets for silicon, $(C_{111},C_{112},C_{123})=(-825,-451,-64)$ and $(-795,-445,-75)$ GPa, give $\beta=0.39$ and $0.42$, $b=-0.29$ and $-0.26$, and corrections of $-0.0117\,\%$ and $-0.0105\,\%$. The sign is the same, but the size 0.0143 % belongs to the rounded inputs.

**Cubic term.** Taking $c$ from the strength-30 crystal, whose $r$ is close to that of the film, gives $-0.0035\,\%$, about a quarter of the correction. This is an estimate borrowed from a model potential, and a similar $r$ does not fix $c$, which depends on the fourth-order constants. The Tersoff potential for silicon gives $c=-7.1$, and an energy quadratic in Lagrangian strain with the film's $C_{11}$ and $C_{12}$ gives $c=-0.53$. The figure is an order of magnitude only.

**Temperature.** If film and substrate expand alike, and $a_\perp$ is compared with an $a_0$ valid at a temperature 10 K away, a false normal strain of $2.6\times10^{-6}\cdot10=0.0026\,\%$ appears even if $e$ is correct. The expansion coefficient is a rough value.

**Air pressure.** A pressure $p$ on the face replaces the free-face condition by $C_{11}\,\delta\eta_3=-p$ to leading order, at fixed in-plane size. One atmosphere gives 0.00006 % in magnitude, which is negligible here.

**Dislocations.** The assumption of coherence can fail in a film at such a strain. Take a dislocation line along $[110]$ with Burgers vector $\tfrac12a_0[101]$. Its component in the film plane and perpendicular to the line is $\tfrac12a_0/\sqrt2=0.192$ nm. Parallel lines at spacing $D$ relieve the average strain across them by $0.192\ \text{nm}/D$, and a second array along $[1\bar10]$ does the same in the other direction. A relief $\delta$ of the in-plane strain changes the normal strain by $r\delta$. It matches the correction in size when $\delta=0.0143\,\%/0.7711=0.0186\,\%$, that is, at $D=1.03$ µm. If $e$ is inferred from the substrate on the assumption of coherence, one dislocation per micrometre in each direction is enough to hide the quadratic term in the average normal strain. In a film much thinner than this spacing the relief is concentrated near the lines, and the regions between them keep nearly the full strain. If $a_\parallel$ of the film is measured directly, the relief is already contained in $e$, and this error does not arise.

For fixed constants the correction relative to the linear term is $|b|e/r$. It is 0.93 % at 2 % strain and half that at 1 %. A relative error in $C_{12}/C_{11}$ does not shrink with strain. Among the elastic constants, those of second order therefore limit the relative accuracy of the normal strain at small strains; those of third and then of fourth order gain weight as the strain grows. Where the change occurs depends on the data. With 10 % errors in the third-order constants it lies near $e=3.7\,\%$ for a ratio known to 1 %, and near $e=0.4\,\%$ for a ratio known to 0.1 %. In the second case, which is closer to silicon, the third-order constants already limit the accuracy at 2 %.

## Computed values

```
ATOMISTIC TEST CRYSTALS (Stillinger-Weber form)
three-body strength 21: a0 = 0.5431 nm
  C11, C12 = 151.42, 76.42 GPa
  C111, C112, C123 = -790.2, -296.8, -50.1 GPa
  r:    formula 1.00938, relaxed 1.00938
  beta: formula 0.99236, relaxed 0.99236
  b:    formula -0.02175, relaxed -0.02175
  cubic coefficient of e_perp = -4.822
  remainder ratio on doubling e = 7.9988
  e = 2 %: relaxed e_perp = -2.02337 %
    linear -2.01875 %, quadratic -2.01962 %
three-body strength 30: a0 = 0.5431 nm
  C11, C12 = 172.85, 65.71 GPa
  C111, C112, C123 = -1001.7, -296.8, 55.7 GPa
  r:    formula 0.76027, relaxed 0.76027
  beta: formula 0.45895, relaxed 0.45895
  b:    formula -0.21018, relaxed -0.21018
  cubic coefficient of e_perp = -4.326
  remainder ratio on doubling e = 7.9986
  e = 2 %: relaxed e_perp = -1.53229 %
    linear -1.52053 %, quadratic -1.52894 %
SILICON FILM, ROUGH TYPICAL INPUTS
C11, C12 = 166, 64 GPa
C111, C112, C123 = -800, -450, -60 GPa
a0 = 0.543 nm, in-plane strain e = 2.0 %
r = 0.7711
beta parts from C111, C112, C123 = 1.4327, -1.4697, 0.3614
beta = 0.3244
geometric part -r(1+r)/2 = -0.6828
b = -0.3584
linear normal strain = -1.5422 %
quadratic correction = -0.0143 %
correction / linear term = 0.93 %
normal strain to second order = -1.5565 %
truncated energy relaxed directly = -1.5560 %
beta misused with length changes: 0.0130 %
a_perp: linear 0.534626 nm, quadratic 0.534548 nm
normal strain at e = -2 %: 1.5278 %
e inferred by linear rule = 2.0186 %
e inferred by quadratic rule = 1.9997 %
NEGLECTED EFFECTS, AS NORMAL STRAIN
cubic term, strength-30 crystal = -0.00346 %
1 % error in C12/C11 = 0.0154 %
10 % errors in third-order constants = 0.0083 %
10 K at expansion 2.6e-06 /K = 0.0026 %
atmospheric pressure = 0.000061 %
in-plane edge part of Burgers vector = 0.192 nm
dislocation spacing equal to correction = 1.03 um
```
